Why the Two-Electron Contact Density Converges as 1/L

**What dimensions fix**

Place two electrons at the same distance r from a nucleus, with an angle θ between their position vectors. Their separation is

u = r12 = 2r sin(θ/2).

Close to u = 0 the wavefunction of a spin singlet is not smooth. It behaves as ψ₀(1 + u/(2a₀)), where a₀ is the Bohr radius. Now keep only the Legendre polynomials P_l(cos θ) with l ≤ L. Truncation is a linear operation, so the error it causes at u = 0 is proportional to the slope 1/(2a₀). An inverse length must be multiplied by a length. Near θ = 0 the sphere is locally flat, and the only length the cut leaves there is its resolution, r/L. The relative error of the wavefunction at contact is therefore a number times r/(a₀L). The contact density

C = ⟨δ(r12)⟩ = ∫ d³r |ψ(r,r)|²

is quadratic in ψ but first order in a small change of ψ, so its error also falls as 1/L. Its coefficient must be a number times the integral of r|ψ(r,r)|².

What remains is the number, its sign, and whether the conclusion survives when the truncated wavefunction is optimized instead of merely cut. Atomic units are used from here on, so a₀ = 1. The nucleus is a fixed point charge Z, the Hamiltonian is nonrelativistic, and ψ is the real, normalized singlet ground state.

**The slope of the cusp**

Let ρ = r1 − r2 with length ρ = r12. The reduced mass of two electrons is 1/2, so the relative kinetic energy is −∇²_ρ. Near ρ = 0 the singular part of the Schrödinger equation is

−∇²_ρ ψ + ψ/ρ = terms that stay finite.

Exchange symmetry makes a singlet even under ρ → −ρ, which forbids a term linear in the components of ρ. The first correction is thus ψ₀(1 + cρ). Since ∇²ρ = 2/ρ, the singular terms are ψ₀(−2c + 1)/ρ. They cancel when c = 1/2.

At fixed r1 = r2 = r the expansion continues as

ψ = ψ(r,r)[1 + u/2 + a₂u² + a₃u³ + …],

with coefficients that depend on r. Even powers are harmless: u² = 2r²(1 − cos θ) is a polynomial in cos θ. The odd powers carry the slow convergence, and the first of them dominates.

**The solvable model: a distance on a sphere**

The model is the function u itself, expanded in Legendre polynomials. Write x = cos θ, and first let the radii differ, with t = r</r> < 1. The generating function gives

1/r12 = (1/r>) Σ_l t^l P_l(x).

Multiplying by r12² = r>²(1 + t² − 2tx) gives

r12 = r> (1 + t² − 2tx) Σ_l t^l P_l(x).

The product with x follows from x P_l = [(l+1)P_(l+1) + l P_(l−1)]/(2l+1). Collecting everything that multiplies P_l,

t^l + t^(l+2) − 2t[ l t^(l−1)/(2l−1) + (l+1) t^(l+1)/(2l+3) ]
= t^(l+2)/(2l+3) − t^l/(2l−1).

The last step uses 1 − 2l/(2l−1) = −1/(2l−1) and 1 − (2l+2)/(2l+3) = 1/(2l+3). Setting t = 1 gives the coefficient on the sphere:

c_l = r[1/(2l+3) − 1/(2l−1)] = −4r/[(2l−1)(2l+3)].

With λ = l + 1/2 the denominator is 4l² + 4l − 3 = 4(λ² − 1), so

c_l = −r/(λ² − 1).

This is the origin of the inverse square. The half-integer is natural, because Legendre's equation contains l only through l(l+1) = λ² − 1/4. The coefficient is even in λ and has no λ⁻³ term.

At θ = 0 every P_l equals 1, so the truncated function there is the sum of the c_l. That sum telescopes. With b_l = 1/(2l−1) we have c_l = r(b_(l+2) − b_l), hence

Σ_(l=0..L) c_l = r[b_(L+2) + b_(L+1) − b₁ − b₀]
= r[1/(2L+3) + 1/(2L+1) − 1 + 1].

Let n = L + 1. The two remaining fractions add to 4n/(4n² − 1), so

u_L(θ=0) = r n/(n² − 1/4) = r/n + r/(4n³) + ….

The true value is zero. A finite sum of Legendre polynomials is smooth at θ = 0, so it rounds off the tip of the cone, and the rounded tip lies above the true one. The coefficients with l ≥ 1 are all negative and bring it down slowly.

The cubic term u³ = 2r²(1 − x)u converges faster. Write c_l = (2l+1)d_l, so that d_l falls as λ⁻³. By the same recurrence, the P_l coefficient of (1 − x)u is

l(d_l − d_(l−1)) − (l+1)(d_(l+1) − d_l).

Each product varies as λ·λ⁻⁴ = λ⁻³, and their difference is one order smaller, λ⁻⁴. The tail beyond L then sums to order L⁻³.

**From the model to the contact density**

Cutting the true wavefunction at L, without changing the partial waves that are kept, gives at coalescence

ψ_L(r,r) = ψ(r,r)[1 + r/(2n) + O(n⁻³)].

Squaring and integrating over r,

C_L(projected) = C + A/n + D/(4n²) + O(n⁻³),
A = ⟨r δ(r12)⟩ = ∫ d³r r|ψ(r,r)|²,
D = ⟨r² δ(r12)⟩.

The factor 1/2 in the cusp has been doubled by the square, which is why A appears with coefficient one. In general units A is divided by a₀, as the opening argument requires. The sign is positive: a truncated wavefunction has too little correlation hole, and the electrons meet too often.

The increment from adding the wave l is the difference between n = l+1 and n = l:

A[1/(l+1) − 1/l] = −A/[l(l+1)] = −A/(λ² − 1/4).

To leading order this is −A/(l+1/2)². Summing a tail of inverse squares restores the 1/L law.

**A second solvable case: large nuclear charge**

For large Z the density at coalescence approaches that of two hydrogenic 1s electrons, ψ(r,r) = (Z³/π)e^(−2Zr). With ∫ r^k e^(−4Zr) dr = k!/(4Z)^(k+1),

C = 4π(Z⁶/π²)·2/(4Z)³ = Z³/(8π),
A = 4π(Z⁶/π²)·6/(4Z)⁴ = 3Z²/(32π).

The relative error of the contact density is then

A/(Cn) = 3/(4Zn).

A high charge reduces the coefficient, since the electrons are closer to the nucleus and r/a₀ is smaller, but it leaves the power of n unchanged. At Z = 2 this leading formula gives A/C = 0.375. The computed helium values below give 0.04284/0.10635 = 0.403. Repulsion is neglected in the hydrogenic estimate, so a difference of this kind is to be expected.

**Does optimization change the law?**

A real calculation does not cut the true wavefunction. It minimizes the energy among all functions with l ≤ L, and the retained waves can adjust. Let P keep l ≤ L and let Q = 1 − P. Kinetic energy and nuclear attraction do not mix different l; the repulsion W = 1/r12 does. Applying P to (H − E)ψ = 0 gives

P(H − E)Pψ = −PWQψ.

Write the optimal function as Pψ + χ. It obeys P(H − E_L)(Pψ + χ) = 0. Subtracting, and leaving aside the energy shift E_L − E, which is of order L⁻³ as shown below,

P(H − E)χ = PWQψ.

Now count powers. The missing part Qψ has size 1/L and is concentrated within a distance of order 1/L from coalescence. There W is of order L, so the right-hand side is of order one. The kinetic energy at that scale is of order L², so χ is of order L⁻². Relaxation therefore alters the n⁻² term and leaves A alone. This is a scaling argument, not a proof with bounded remainders.

The sign of χ follows from the same local picture. From ∇²∇²ρ = ∇²(2/ρ) = −8πδ(ρ), the Fourier transform of ψ₀ρ/2 is −4πψ₀/q⁴, which is negative for all q (taking ψ₀ > 0). Qψ contains its high-q part. The Coulomb kernel is positive and so is the kinetic energy, so the transform of χ is negative, and χ lowers the wavefunction at contact. The optimized density should lie below the projected one.

**Why the energy does so much better**

Because (H − E)ψ = 0, the energy excess of the cut function is, up to normalization,

⟨Pψ|H − E|Pψ⟩ = ⟨Qψ|H − E|Qψ⟩.

It is quadratic in the missing part. The gradient of Qψ is (1/L)/(1/L), of order one, and the relative volume involved is of order L⁻³. Hence E_L − E falls as L⁻³. Relaxation contributes a gradient of order L⁻¹, squared and multiplied by L⁻³, which is only L⁻⁵. The contact density has neither advantage: it is first order in the missing amplitude, and it samples the one place where that amplitude is largest, with no small volume to multiply it.

**A reference value for helium**

To judge extrapolation one needs C from a calculation without partial waves. The reference used here is a variational expansion in 525 products of Laguerre functions of the perimetric coordinates r2 − r1 + r12, r1 − r2 + r12 and r1 + r2 − r12, which contain r12 explicitly. Its energy is −2.903724 hartree.

Reading the density directly at r12 = 0 is not the best use of this function, because it samples the function only on the edge of its domain, where the value still drifts with basis size. An integral over all space can replace it. That integral is also first order in the wavefunction error, but it averages the error over the whole wavefunction instead of reading it at the cusp. Start from ∇₁²(1/r12) = −4πδ(r12), multiply by ψ² and integrate by parts twice:

−4πC = ∫ (2ψ∇₁²ψ + 2|∇₁ψ|²)/r12.

Add the same equation for electron 2 and insert (∇₁² + ∇₂²)ψ = −2(E − V)ψ, where V is the whole potential energy:

−8πC = −4⟨(E − V)/r12⟩ + 2∫(|∇₁ψ|² + |∇₂ψ|²)/r12.

Dividing by −2,

4πC = 2⟨(E − V)/r12⟩ − ∫(|∇₁ψ|² + |∇₂ψ|²)/r12.

The result is C = 0.1063454 bohr⁻³, and a smaller basis of 372 functions gives the same seven decimals. The direct point value is 0.1063578, high by about 0.01 percent and still drifting with basis size. The same function gives A = 0.04284 bohr⁻², D = 0.02317 bohr⁻¹, and an average cusp slope of 0.4995 where theory requires 0.5.

**The partial-wave calculation**

The second calculation minimizes the energy for each L from 0 to 12. For every l it uses 140 radial functions: 14 functions of the larger radius times 10 functions of the ratio r</r>. For high l the wavefunction forms a narrow ridge along r1 = r2, and these coordinates place the ridge at the edge of the domain, where it is easily described. Reducing the radial basis to 12 × 8 changes C_8 by 3.4×10⁻⁶ bohr⁻³, so the last digits below should not be over-read. The 14 × 10 basis is itself short of the radial limit by about as much: the radially converged values for L = 3 to 12 lie about 3.5×10⁻⁶ bohr⁻³ higher, by nearly the same amount at each L (C_12 = 0.109647). A shift common to these L leaves their increments untouched but passes unchanged into every extrapolated limit.

The columns are L, the optimized C_L, the density of the reference function cut at L (both in bohr⁻³), and the optimized increment multiplied by −(L+1/2)²/A. The projected column inherits the bias of the reference function at r12 = 0 and is high by about 1×10⁻⁵ bohr⁻³ at L = 12.

L | optimized | projected | scaled increment
0 | 0.15576 | 0.15805 | –
1 | 0.12845 | 0.12954 | 1.435
3 | 0.11716 | 0.11746 | 1.054
6 | 0.11249 | 0.11260 | 1.018
9 | 0.11064 | 0.11070 | 1.010
12 | 0.10964 | 0.10969 | 1.006

The scaled increments approach one, as the cusp demands. A least-squares fit of the optimized values for L = 4 to 12 by a constant plus the first three inverse powers of n gives a 1/n coefficient of 0.04284. Starting the fit anywhere from L = 3 to L = 6, or adding a fourth power, moves this between 0.04281 and 0.04285, so the agreement with A is established to about 0.1 percent. Within that margin optimization has not changed the leading term.

Between L = 6 and L = 12 the contact error falls as n to the power −1.005 (−1.004 once the radial shift is allowed for), and the energy error as n to the power −3.02. At L = 12 the energy is high by 1.1×10⁻⁵ hartree, four parts in a million, while the contact density is high by 0.00330/0.10635 = 3.1 percent.

The contact power is closer to one than a generic n⁻² correction would suggest. The two pieces of that correction can be separated by comparing the excess of each column over its own limit, which is 0.1063454 for the optimized values and 0.1063578 for the projected ones. At L = 12,

optimized excess: 0.1096434 − 0.1063454 = 0.0032980,
projected excess: 0.1096852 − 0.1063578 = 0.0033274.

The difference is −2.9×10⁻⁵, and multiplied by 13² it is −0.0050; a radial uncertainty of the size found above, 3.4×10⁻⁶, would move this by about 0.0006, and the projected excess carries an error of similar size from the imperfect reference function at contact. The two errors largely offset each other, and the converged value is −0.0049. The relaxation term is negative, as argued, and between L = 3 and L = 9 it falls with the power 1.96, close to the expected 2. The projected function contributes D/4 = +0.0058. In helium the two nearly cancel. The scaling argument suggests that this is not peculiar to helium. Close to coalescence the equation for χ contains only ψ(r,r) and the length r/n, so χ at contact is a fixed number times ψ(r,r)(r/n)², and the relaxation term in the density is a fixed number times D/n². Both pieces are thus proportional to D, and to leading order their ratio does not depend on Z.

**Extrapolation**

If C_L = C + a/n, then nC_L − (n−1)C_(L−1) = C. For L = 12,

13 × 0.1096434 − 12 × 0.1099193 = 0.10633 bohr⁻³.

With unrounded input the error is −1.3×10⁻⁵, compared with +3.3×10⁻³ before extrapolation. If b/n² is included, n²C_L is a quadratic polynomial in n whose second difference is 2C:

C = [n²C_L − 2(n−1)²C_(L−1) + (n−2)²C_(L−2)]/2.

This gives 0.106344 with an error of −1.7×10⁻⁶. The large weights have a price: at n = 13 their magnitudes add up to 289, so input rounded to seven decimals could spoil the result by up to 1.4×10⁻⁵. The formula needs unrounded data and a radial basis of even quality for all l. An error as small as 1.7×10⁻⁶ is below the radial sensitivity found above, so its sign has no meaning: with the radial shift of 3.5×10⁻⁶ removed it becomes about +1.8×10⁻⁶, and the one-term error becomes −0.9×10⁻⁵.

Modest calculations profit too. With nothing beyond L = 6, the raw error of 6.1×10⁻³ becomes −4.8×10⁻⁵ with one term and +1.2×10⁻⁵ with two (−4.5×10⁻⁵ and +1.6×10⁻⁵ at the radial limit). The one-term results owe part of their quality to the near cancellation of the n⁻² term in helium. A neglected term b/n² leaves the error b/n − b/(n−1) = −b/[n(n−1)], and with b = D/4 alone this would be −1.4×10⁻⁴ at L = 6 and −3.7×10⁻⁵ at L = 12, three to four times the errors found.

The energy's law must not be borrowed. Fitting C + a/n³ to two neighbouring values subtracts (C_(L−1) − C_L)/[(n/(n−1))³ − 1]. For large n the numerator is about A/n² and the bracket about 3/n, so the correction is A/(3n). It removes one third of the error. At L = 12 the error left is 2.28×10⁻³ out of 3.30×10⁻³, or 69 percent, near the predicted two thirds.

**What is at stake, and where the law fails**

In the leading relativistic correction for a singlet, the two-electron Darwin term contributes −πα²C and the spin-spin contact term +2πα²C, α being the fine-structure constant. Their sum, πα²C, is 117 059 MHz for helium. Stopping at L = 12 without extrapolation misplaces it by 3630 MHz; the two-term extrapolation leaves about −2 MHz. That is less than the 3.7 MHz to which the radial sensitivity of 3.4×10⁻⁶ bohr⁻³ corresponds, so neither its sign nor its exact size is established, only that the remainder is no more than a few megahertz. To bring the raw error down to 3.4×10⁻⁶ bohr⁻³ by brute force, A/n would have to be that small, which means n of about 13 000. These figures concern one operator evaluated with a nonrelativistic wavefunction and a fixed nucleus. They are not a prediction of a measured level.

For a triplet S state the question disappears. Its spatial function changes sign when r1 and r2 are exchanged at fixed angle, so each partial wave vanishes at r1 = r2, and C_L = 0 for every L.

The law also presumes that the radial part is complete at each l. The ridge along r1 = r2 has a width of order r/l, and a fixed set of radial functions eventually fails to resolve it. The increments then reflect the radial basis as well as the cusp, and the extrapolation loses its foundation. The radial limit must be approached first, and the angular one afterwards.
